# The three-photon spectrum of orthopositronium and Low's theorem: test program

```python
# Ore-Powell spectrum of orthopositronium -> 3 photons, x = photon energy / (m c^2).
# Claim: dGamma/dx = (2 alpha^6 mc^2 / 9 pi) F(x),
#  F = 2[x(1-x)/(2-x)^2 - 2(1-x)^2 ln(1-x)/(2-x)^3 + (2-x)/x + 2(1-x) ln(1-x)/x^2],
#  int_0^1 F = pi^2 - 9, <x> = 2/3, F -> x(1/2 + 7/6) (M1 + E1 terms of Low's theorem, free pair).
# Bound state: F -> x(|a_m|^2/2 + 7 a_e^2/6), cubic far below the hyperfine splitting Delta.
# Four-momenta in units of mc, couplings stripped; e = conjugate polarization, b = n x e.
# a_e(w): w in hartree, a_e = w g(0), (H - E1 + w) z psi g = z psi for positronium.
import itertools
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as C, sparse
from scipy.integrate import quad, dblquad
from scipy.sparse.linalg import spsolve

mp.mp.dps = 30
rng = np.random.default_rng(7)
pi = np.pi
alpha = C.fine_structure
mc2 = C.physical_constants['electron mass energy equivalent in MeV'][0]*1e6
Eh = C.physical_constants['Hartree energy in eV'][0]
a0 = C.physical_constants['Bohr radius'][0]*1e10
hbar = C.hbar/C.e

sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
I2, Z2 = np.eye(2), np.zeros((2, 2))
gam = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)] + \
      [np.block([[Z2, s], [-s, Z2]]) for s in sig]
met = np.array([1., -1, -1, -1])
slash = lambda a: sum(met[m]*a[m]*gam[m] for m in range(4))
dot4 = lambda a, b: np.sum(met*a*b)
onshell = lambda q: np.r_[np.sqrt(1 + q@q), q]
sdot = lambda v: np.einsum('i,iab->ab', v, sig)
unit = lambda v: v/np.linalg.norm(v)
def U(p):   # columns: electron spin up, down
    return np.sqrt(p[0] + 1)*np.vstack([I2, sdot(p[1:])/(p[0] + 1)])
V_ = lambda p: 1j*gam[2]@U(p).conj()      # charge conjugate: positron spin up, down
bar = lambda w: w.conj().T@gam[0]
r2 = np.sqrt(2)
singlet = np.array([[0, 1], [-1, 0]])/r2  # c[electron spin, positron spin]
triplets = [np.array([[1., 0], [0, 0]]), np.array([[0, 1], [1, 0]])/r2, np.array([[0, 0], [0, 1.]])]

def amp(q, ks, es):   # sum of all Feynman diagrams, electron q, positron -q
    p, tot = onshell(q), 0
    sl = [slash(np.r_[0, e]) for e in es]
    for perm in itertools.permutations(range(len(ks))):
        mat, mom = sl[perm[0]], p.copy()
        for prev, nxt in zip(perm[:-1], perm[1:]):
            mom = mom - ks[prev]
            mat = sl[nxt]@(slash(mom) + np.eye(4))@mat/(dot4(mom, mom) - 1)
        tot = tot + mat
    return (bar(V_(onshell(-q)))@tot@U(p)).T
proj = lambda T, c: np.sum(T*c)
def lin(n):
    a = unit(np.cross(n, [0.31, 0.57, 0.76]))
    return [a, np.cross(n, a)]
def hel(n, lam):
    a, b = lin(n)
    return (a + 1j*lam*b)/r2
def kin(W, w, n1, n2):
    E2 = (W*W - 2*W*w)/(2*(W - w + w*n1@n2))
    k3 = -w*n1 - E2*n2
    return [w*np.r_[1, n1], E2*np.r_[1, n2], np.r_[np.linalg.norm(k3), k3]]
S = lambda a, b, c: ((1-a)/(b*c))**2 + ((1-b)/(a*c))**2 + ((1-c)/(a*b))**2
rest = np.zeros(3)
def msq(ks):   # triplet average, polarization sum
    out = 0
    for es in itertools.product(*[lin(unit(k[1:])) for k in ks]):
        T = amp(rest, ks, es)
        out += sum(abs(proj(T, c))**2 for c in triplets)/3
    return out
def Vvec(es, bs):
    return sum(es[j]*(es[i]@es[k] - bs[i]@bs[k]) + bs[j]*(es[i]@bs[k] + bs[i]@es[k])
               for j, i, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)])

# two-component form, helicity rule, squared amplitude
eta = V_(onshell(rest))[2:]/r2
for _ in range(4):
    ks = kin(2., rng.uniform(.1, .95), unit(rng.normal(size=3)), unit(rng.normal(size=3)))
    ns = [unit(k[1:]) for k in ks]
    for lam in itertools.product([1, -1], repeat=3):
        es = [hel(n, l) for n, l in zip(ns, lam)]
        Vv = Vvec(es, [np.cross(n, e) for n, e in zip(ns, es)])
        T = amp(rest, ks, es)
        assert np.allclose(T, (eta.conj().T@sdot(Vv)).T, atol=1e-11)
        assert abs(proj(T, singlet)) < 1e-11
        same = [n for n, l in zip(ns, lam) if l == sum(lam)]
        want = 4*(1 - same[0]@same[1])**2 if abs(sum(lam)) == 1 else 0
        assert abs(2*want - sum(abs(proj(T, c))**2 for c in triplets)) < 1e-10
    A = msq(ks)/S(*[k[0] for k in ks])
    assert abs(A - 64/3) < 1e-9

def F(x):
    x = mp.mpf(x)
    if x >= 1: return mp.mpf(2)
    if x < 1e-12: return 5*x/3     # avoids 0/0; contributes < 1e-23 to any integral
    L = mp.log1p(-x)
    return 2*(x*(1-x)/(2-x)**2 - 2*(1-x)**2*L/(2-x)**3 + (2-x)/x + 2*(1-x)*L/x**2)

# spectrum from the Dirac amplitudes by quadrature over x2
gx, gw = np.polynomial.legendre.leggauss(16)
for x in (0.2, 0.5, 0.8):
    tot = 0
    for t, w in zip(gx, gw):
        x2 = 1 - x*(1 - t)/2
        c12 = 1 - 2*(x + x2 - 1)/(x*x2)
        ks = kin(2., x, np.array([0, 0, 1.]), np.array([np.sqrt(1 - c12**2), 0, c12]))
        assert abs(ks[1][0] - x2) < 1e-12
        tot += w*x/2*msq(ks)*3/64
    assert abs(tot - float(F(x))) < 1e-9

# phase space: volume by two-body recursion, flatness and spectrum by RAMBO events
vol = quad(lambda s: (1 - s/4)/(8*pi)/(8*pi)/(2*pi), 0, 4)[0]
assert abs(vol - 0.5/(32*pi**3)) < 1e-14
N = 300000
q0 = -np.log(rng.random((N, 3))*rng.random((N, 3)))
d = rng.normal(size=(N, 3, 3)); qv = q0[..., None]*d/np.linalg.norm(d, axis=2, keepdims=True)
Q0, Qv = q0.sum(1), qv.sum(1); M = np.sqrt(Q0**2 - (Qv**2).sum(1))
bv = -Qv/M[:, None]; g = Q0/M; bq = np.einsum('ni,nji->nj', bv, qv)
p0 = (2/M)[:, None]*(g[:, None]*q0 + bq)
pv = (2/M)[:, None, None]*(qv + bv[:, None, :]*(q0 + bq/(1 + g)[:, None])[..., None])
nv = pv/p0[..., None]
wt = sum((1 - (nv[:, i]*nv[:, j]).sum(1))**2 for i, j in [(0, 1), (1, 2), (0, 2)])
norm = mp.quad(F, [0, .5, 1])
for lo in np.arange(0, 1, .2):
    inb = (p0[:, 0] >= lo) & (p0[:, 0] < lo + .2)
    fr = wt[inb].sum()/wt.sum(); err = np.sqrt((wt**2*(inb - fr)**2).sum())/wt.sum()
    assert abs(fr - float(mp.quad(F, [lo, min(lo + .2, 1)])/norm)) < 5*err

# normalization, its three pieces, mean energy
assert abs(norm - (mp.pi**2 - 9)) < 1e-15
P1 = mp.quad(lambda x: x*(1-x)/(2-x)**2, [0, 1])
P2 = mp.quad(lambda u: -2*u**2*mp.log(u)/(1+u)**3, [0, 1])
P3 = norm/2 - P1 - P2
assert abs(P1 - (3*mp.log(2) - 2)) < 1e-15 and abs(P3 - (mp.pi**2/3 - 3)) < 1e-15
assert abs(P2 - (mp.pi**2/6 - 3*mp.log(2) + .5)) < 1e-15
xmean = mp.quad(lambda x: x*F(x), [0, .5, 1])/norm
assert abs(xmean - mp.mpf(2)/3) < 1e-15
dal = dblquad(lambda t, x: x*S(x, 1 - x*t, 1 - x*(1 - t)), 0, 1, 0, 1, epsabs=1e-8)[0]
assert abs(dal - (pi**2 - 9)) < 1e-6
psi2 = 1/(pi*(2*a0)**3); psi2n = psi2*(alpha*a0)**3
Gam = mc2*psi2n/24*(4*pi*alpha)**3*A*dal/(32*pi**3)
assert abs(Gam/(2*(pi**2 - 9)*alpha**4/(9*pi)*Eh) - 1) < 1e-5

# small-x expansion: symbolic series against the Dalitz integral
xs = sp.symbols('x', positive=True); Ls = sp.log(1 - xs)
ser = sp.expand(sp.series(2*(xs*(1-xs)/(2-xs)**2 - 2*(1-xs)**2*Ls/(2-xs)**3 + (2-xs)/xs
                             + 2*(1-xs)*Ls/xs**2), xs, 0, 3).removeO())
c1, c2 = ser.coeff(xs, 1), ser.coeff(xs, 2)
assert sp.simplify(ser - (5*xs/3 + xs**2/3)) == 0
x = mp.mpf('1e-4'); Fd = mp.quad(lambda t: x*S(x, 1 - x*t, 1 - x*(1 - t)), [0, 1])
assert abs((Fd - 5*x/3)/x**2 - mp.mpf(1)/3) < 1e-3

# Low's theorem; residual errors are O(w)
w = 1e-6
def T2(q, n, e2, e3):
    E = np.sqrt(1 + q@q)
    return amp(q, [E*np.r_[1, n], E*np.r_[1, -n]], [e2, e3])
def soft(q, n1, n, e1, e2, e3):
    ks = kin(2*np.sqrt(1 + q@q), w, n1, n); n3 = unit(ks[2][1:])
    return amp(q, ks, [e1, e2, unit(e3 - n3*(n3@e3))])
n1, n = unit(np.array([.2, -.5, .7])), unit(np.array([.6, .3, -.4])); q = np.array([.1, .25, -.2])
e1, e2, e3 = lin(n1)[0], lin(n)[0], lin(n)[1]
p, pp, k, ep = onshell(q), onshell(-q), np.r_[1, n1], np.r_[0, e1]
pole = (dot4(pp, ep)/dot4(pp, k) - dot4(p, ep)/dot4(p, k))*T2(q, n, e2, e3)
assert abs(pole).max() > .05 and np.allclose(w*soft(q, n1, n, e1, e2, e3), pole, atol=1e-4)
assert abs(w*soft(rest, n1, n, e1, e2, e3)).max() < 1e-4
shareB = shareE = 0; h = 1e-5; n = np.array([0, 0, 1.])
for c, wg in zip(*np.polynomial.legendre.leggauss(3)):
    n1 = np.array([np.sqrt(1 - c*c), 0, c]); sB = sE = cross = 0
    for e1, e2, e3 in itertools.product(lin(n1), lin(n), lin(n)):
        T3, T0, sb = soft(rest, n1, n, e1, e2, e3), T2(rest, n, e2, e3), sdot(np.cross(n1, e1))
        dT = (T2(h*e1, n, e2, e3) - T2(-h*e1, n, e2, e3))/(2*h)
        for cs in triplets:
            mE, mB = -proj(dT, cs), -0.5j*proj(T0, sb@cs - cs@sb.T)
            assert abs(proj(T3, cs) - mE - mB) < 1e-4
            sB += abs(mB)**2/64; sE += abs(mE)**2/64; cross += (mE*np.conj(mB)).real/64
    assert abs(cross) < 1e-8 and abs(sB + sE - (3 + c*c)/2) < 1e-7
    shareB += wg/2*sB; shareE += wg/2*sE
assert abs(shareB - .5) < 1e-7 and abs(shareE - 7/6) < 1e-7

# para width and hyperfine splitting from tree amplitudes
X = sum(abs(proj(T2(rest, n, a, b), singlet))**2 for a in lin(n) for b in lin(n))
Gp = mc2*psi2n/8*(4*pi*alpha)**2*X/(8*pi)
assert abs(Gp/(alpha**3/2*Eh) - 1) < 1e-8
def bhabha(c, qq=1e-3):   # potential in momentum space over e^2
    pa, pb = onshell(qq/2*n), onshell(-qq/2*n); ann = exc = 0
    for m in range(4):
        ann += met[m]*np.sum(c.T*(bar(V_(pb))@gam[m]@U(pa)))*np.sum(c.conj()*(bar(U(pb))@gam[m]@V_(pa)))
        exc += met[m]*np.sum(c.conj()*((bar(U(pb))@gam[m]@U(pa))@c@(bar(V_(pb))@gam[m]@V_(pa))))
    return -(ann/(4*pa[0]**2) + exc/qq**2).real/4
assert bhabha(singlet) < 0
Dl = mc2*4*pi*alpha*psi2n*(sum(bhabha(c) for c in triplets)/3 - bhabha(singlet))
assert abs(Dl/(7*alpha**2/12*Eh) - 1) < 1e-5

# E1 factor: radial reduction, zero-frequency solution, two numerical roads, limits
X1, Y1, Z1, R = sp.symbols('X Y Z R', positive=True); r = sp.sqrt(X1**2 + Y1**2 + Z1**2)
for gt in (sp.cos(R), 2 + R/2):
    chi = Z1*sp.exp(-r/2)*gt.subs(R, r)
    lhs = -sum(sp.diff(chi, v, 2) for v in (X1, Y1, Z1)) - chi/r + chi/4
    rad = -sp.diff(gt, R, 2) - (4/R - 1)*sp.diff(gt, R) + gt/R
    assert abs((lhs/(Z1*sp.exp(-r/2)) - rad.subs(R, r)).evalf(subs={X1: .3, Y1: .7, Z1: 1.1})) < 1e-12
assert sp.simplify(rad - 1) == 0
def ae(om):   # Coulomb Sturmian series, l = 1
    ka = np.sqrt(.25 + om); s = .5 + 1/(4*ka); t = (s - 1)/s; m = np.arange(1, 20000)
    tm = (m+1.)*(m+2.)*(m+3.)/6*np.power(t, m-1)*(4*s - m - 4)/s**6/(2*ka*(m+2) - 1)
    return om/(2*ka)*(4/s**5/(4*ka - 1) + tm.sum())
def ae_fd(om, hh=2e-3, nn=20000):
    j = np.arange(1, nn); rr = j*hh; cf = (4/rr - 1)/(2*hh)
    rows = np.r_[j, j, j, 0, 0, 0, nn]; cols = np.r_[j-1, j, j+1, 0, 1, 2, nn]
    vals = np.r_[-1/hh**2 + cf, 2/hh**2 + 1/rr + om, -1/hh**2 - cf, -6/hh - 1, 8/hh, -2/hh, 1]
    rhs = np.r_[0, np.ones(nn - 1), 1/om]
    return om*spsolve(sparse.csc_matrix((vals, (rows, cols))), rhs)[0]
for om in (.01, 1., 10.):
    assert abs(ae_fd(om)/ae(om) - 1) < 1e-4      # second-order grid error
assert abs(ae(1e-6)/2e-6 - 1) < 1e-4
assert abs((1 - ae(4e4))*200 - 2/3) < .02        # test of the function; next term ~ w^(-1/2)
am2 = lambda E: E**2/((E - Dl)**2 + Gp**2/4)
ratio = lambda E: (shareB*am2(E) + shareE*ae(E/Eh)**2)/(shareB + shareE)
slope = lambda E: 1 + np.log(ratio(E*1.001)/ratio(E/1.001))/(2*np.log(1.001))
assert abs(slope(1e-7) - 3) < 1e-3 and abs(slope(1e3) - 1) < .1
# M1 line: three times the resonance area against the golden rule (tails ~ Gp/Delta)
me = sum(abs(np.sum(singlet*(sdot(b)@c - c@sdot(b).T)))**2 for b in lin(n) for c in triplets)/3
GM1 = alpha*Dl**3/mc2**2*me/2
area = quad(lambda y: y*am2(y*Dl), 0, 2, points=[.98, 1, 1.02], limit=200)[0]*(Dl/mc2)**2
Gres = 3*Gam/float(norm)*shareB*area
assert abs(Gres/GM1 - 1) < 1e-2

print(f"1/alpha = {1/alpha:.6f}; mc^2 = {mc2:.2f} eV; hartree = {Eh:.5f} eV")
print(f"Ps Bohr radius = {2*a0:.5f} angstrom; |psi(0)|^2 = {psi2:.5f} angstrom^-3")
print(f"<|M|^2>/S from Dirac matrices = {A:.8f}")
print(f"pieces of int F/2: {float(P1):.8f}, {float(P2):.8f}, {float(P3):.8f}")
print(f"int F dx = {float(norm):.10f}; Dalitz double integral = {dal:.7f}")
print(f"pi^2 - 9 = {pi**2-9:.10f}")
print(f"series of F: {c1} x + {c2} x^2")
print(f"Low terms of F/x: M1 = {shareB:.6f}, E1 = {shareE:.6f}, sum = {shareB+shareE:.6f}")
print(f"Gamma(3 photon) = {Gam:.5e} eV; lifetime = {hbar/Gam*1e9:.2f} ns")
print(f"<x> = {float(xmean):.8f}; mean photon energy = {float(xmean)*mc2:.1f} eV")
print(f"slope of normalized spectrum = {5/3/float(norm):.6f} per x^2 = {5/3/float(norm)/mc2**2:.5e} eV^-2")
for E in (1e4, 1e5, 3e5, mc2):
    xx = E/mc2; f = float(F(xx))
    print(f"E = {E:.0f} eV: x = {xx:.5f}, F = {f:.6f}, 5x/3 = {5*xx/3:.6f}, P = {f/float(norm)/mc2:.4e} 1/eV")
xx = 1e5/mc2
print(f"fraction below 1e5 eV: exact {float(mp.quad(F, [0, xx])/norm):.5f}, linear {5*xx**2/6/float(norm):.5f}")
print(f"Delta = {Dl:.4e} eV; Gamma(para) = {Gp:.4e} eV; alpha mc^2 = {alpha*mc2:.1f} eV")
print(f"M1 rate: golden rule {GM1:.4e} eV, 3 x resonance area {Gres:.4e} eV")
for E in (1e-5, 1e-4, 1e-2, 1., 1e1, 1e2, 1e3):
    print(f"E = {E:.0e} eV: |a_m|^2 = {am2(E):.4e}, a_e = {ae(E/Eh):.4e}, bound/free = {ratio(E):.4e}")
print(f"a_e asymptote 1-2/(3 sqrt(w)) at 1e3 eV = {1-2/(3*np.sqrt(1e3/Eh)):.4f}")
print(f"log slope of spectrum: {slope(1e-7):.4f} at 1e-7 eV, {slope(1e3):.4f} at 1e3 eV")
print("tests ok")
```

Printed output:

```
1/alpha = 137.035999; mc^2 = 510998.95 eV; hartree = 27.21139 eV
Ps Bohr radius = 1.05835 angstrom; |psi(0)|^2 = 0.26851 angstrom^-3
<|M|^2>/S from Dirac matrices = 21.33333333
pieces of int F/2: 0.07944154, 0.06549253, 0.28986813
int F dx = 0.8696044011; Dalitz double integral = 0.8696044
pi^2 - 9 = 0.8696044011
series of F: 5/3 x + 1/3 x^2
Low terms of F/x: M1 = 0.500000, E1 = 1.166667, sum = 1.666667
Gamma(3 photon) = 4.74648e-09 eV; lifetime = 138.67 ns
<x> = 0.66666667; mean photon energy = 340666.0 eV
slope of normalized spectrum = 1.916580 per x^2 = 7.33985e-12 eV^-2
E = 10000 eV: x = 0.01957, F = 0.032742, 5x/3 = 0.032616, P = 7.3683e-08 1/eV
E = 100000 eV: x = 0.19570, F = 0.337588, 5x/3 = 0.326159, P = 7.5971e-07 1/eV
E = 300000 eV: x = 0.58709, F = 1.031443, 5x/3 = 0.978476, P = 2.3212e-06 1/eV
E = 510999 eV: x = 1.00000, F = 2.000000, 5x/3 = 1.666667, P = 4.5008e-06 1/eV
fraction below 1e5 eV: exact 0.03759, linear 0.03670
Delta = 8.4528e-04 eV; Gamma(para) = 5.2871e-06 eV; alpha mc^2 = 3728.9 eV
M1 rate: golden rule 2.2504e-23 eV, 3 x resonance area 2.2593e-23 eV
E = 1e-05 eV: |a_m|^2 = 1.4333e-04, a_e = 7.3499e-07, bound/free = 4.2999e-05
E = 1e-04 eV: |a_m|^2 = 1.8004e-02, a_e = 7.3498e-06, bound/free = 5.4011e-03
E = 1e-02 eV: |a_m|^2 = 1.1932e+00, a_e = 7.3400e-04, bound/free = 3.5796e-01
E = 1e+00 eV: |a_m|^2 = 1.0017e+00, a_e = 6.4946e-02, bound/free = 3.0346e-01
E = 1e+01 eV: |a_m|^2 = 1.0002e+00, a_e = 3.3832e-01, bound/free = 3.8017e-01
E = 1e+02 eV: |a_m|^2 = 1.0000e+00, a_e = 7.0431e-01, bound/free = 6.4724e-01
E = 1e+03 eV: |a_m|^2 = 1.0000e+00, a_e = 8.9548e-01, bound/free = 8.6132e-01
a_e asymptote 1-2/(3 sqrt(w)) at 1e3 eV = 0.8900
log slope of spectrum: 3.0002 at 1e-7 eV, 1.0722 at 1e3 eV
tests ok
```
